# The local potential that reproduces a Gaussian-basis hydrogen density: a numerical check

```python
# Inversion of the Gaussian-basis density of the H atom (Hartree atomic units).
# phi = sum_i c_i exp(-a_i r^2) > 0, a_1 < ... < a_N, n = phi^2, eps = <phi|H|phi>,
# H = -lap/2 - 1/r.  Inverted potential v = eps + lap(sqrt n)/(2 sqrt n), dv = v + 1/r.
# <f>_r = average of f(a_i) with weights w_i = c_i exp(-a_i r^2)/phi.  Under test:
#  v = eps + 2 r^2 <a^2> - 3 <a>;   v = v0 + v2 r^2 + ..., v0 = eps - 3<a>_0,
#  v2 = 5<a^2>_0 - 3<a>_0^2;   v -> 2 a_1^2 r^2 - 3 a_1 + eps + delta (delta exponentially small);
#  dv has an even number of sign changes, >= N (variational c), >= 2N (optimised a).
import numpy as np, sympy as sp, mpmath as mp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize, root, brentq
from scipy.constants import physical_constants
from pyscf import gto
EV = physical_constants['Hartree energy in eV'][0]
mp.mp.dps = 40
pi = np.pi
fmt = lambda x, d=5: ' '.join(f'{float(t):.{d}f}' for t in np.atleast_1d(x))

# ---- symbolic checks
x, y, z, a, r_ = sp.symbols('x y z a r', positive=True)
g = sp.exp(-a*(x*x + y*y + z*z))
assert sp.simplify(sum(sp.diff(g, s, 2) for s in (x, y, z))/g - (4*a*a*(x*x+y*y+z*z) - 6*a)) == 0
nex = sp.exp(-2*r_)/sp.pi
vex = -sp.Rational(1, 2) + (sp.diff(nex, r_, 2) + 2*sp.diff(nex, r_)/r_)/(4*nex) - sp.diff(nex, r_)**2/(8*nex**2)
assert sp.simplify(vex + 1/r_) == 0
b1, b2 = sp.symbols('b1 b2')
ph = 1 + b1*r_ + b2*r_**2
assert sp.limit(r_*sp.diff(r_*ph, r_, 2)/(2*r_*ph), r_, 0) == b1   # 1/r coefficient = phi'(0)/phi(0)

def integrals(al):
    p = al[:, None] + al[None, :]
    S = (pi/p)**1.5
    return S, 3*np.outer(al, al)*S/p, -2*pi/p
def solve(al):
    S, T, V = integrals(al)
    e, C = eigh(T + V, S)
    c = C[:, 0]
    return e[0], c*np.sign(c[np.argmin(al)])
def grad_log(la):
    al = np.exp(la); e, c = solve(al); S = integrals(al)[0]
    A, B = al[:, None], al[None, :]; p = A + B
    dS = -1.5*S/p
    dH = 3*B*B/p**2*S + 3*A*B/p*dS + 2*pi/p**2
    return 2*al*c*((dH - e*dS) @ c)
def optimise(start):
    la = minimize(lambda t: solve(np.exp(t))[0], np.log(start), jac=grad_log, method='BFGS',
                  options={'gtol': 1e-9}).x
    la = root(grad_log, la, tol=1e-13).x
    assert np.max(np.abs(grad_log(la))) < 1e-9
    return np.sort(np.exp(la))
def scaled(r, al, c):
    return c[:, None]*np.exp(-(al - al[0])[:, None]*np.atleast_1d(r)**2)
def mean(k, r, al, c):
    w = scaled(r, al, c)
    return (al**k) @ w/w.sum(0)
def v_formula(r, al, c, e):
    return e + 2*np.atleast_1d(r)**2*mean(2, r, al, c) - 3*mean(1, r, al, c)
def slope(r, al, c):
    m1, m2, m3 = (mean(k, r, al, c) for k in (1, 2, 3))
    return 2*r*(5*m2 - 3*m1**2 - 2*r*r*(m3 - m2*m1))
def v_from_density(r, al, c, e):     # numerical differentiation of n in 40 digits
    n = lambda t: mp.fsum(mp.mpf(ci)*mp.exp(-mp.mpf(ai)*t*t) for ai, ci in zip(al, c))**2
    r = mp.mpf(r); n0, n1, n2 = n(r), mp.diff(n, r), mp.diff(n, r, 2)
    return mp.mpf(e) + (n2 + 2*n1/r)/(4*n0) - n1**2/(8*n0**2)
GRID = np.geomspace(1e-6, 60, 20000)
def brackets(f):
    return np.nonzero(np.signbit(f[1:]) != np.signbit(f[:-1]))[0]
def zeros(fun):
    return np.array([brentq(lambda t: fun(t)[0], GRID[i], GRID[i+1]) for i in brackets(fun(GRID))])
crossings = lambda al, c, e: zeros(lambda t: v_formula(t, al, c, e) + 1/t)
gx, gw = np.polynomial.legendre.leggauss(60)
edges = [0, .05, .15, .4, 1, 2, 4, 8, 16, 30]
R = np.concatenate([(p+q)/2 + (q-p)/2*gx for p, q in zip(edges, edges[1:])])
W = np.concatenate([(q-p)/2*gw for p, q in zip(edges, edges[1:])])*4*pi*R**2
def moments(al, c, e):
    G = np.exp(-al[:, None]*R**2); res = (c @ G)*(v_formula(R, al, c, e) + 1/R)
    return G @ (W*res), G @ (W*R**2*res), np.sum(W*res**2)
def fd_levels(al, c, e):             # two lowest s levels of -lap/2 + v, Richardson in h
    out = []
    for h in (0.004, 0.002):
        rr = h*np.arange(1, int(round(16/h)))
        ev, U = eigh_tridiagonal(1/h**2 + v_formula(rr, al, c, e), -0.5/h**2*np.ones(len(rr)-1),
                                 select='i', select_range=(0, 1))
        out.append(ev)
    u = np.sqrt(4*pi)*rr*(c @ np.exp(-al[:, None]*rr**2))
    assert np.max(np.abs(np.abs(U[:, 0])/np.sqrt(h) - u)) < 1e-4
    return (4*out[1] - out[0])/3
def delta(r, al, c):
    d = al[1] - al[0]
    return c[1]/c[0]*(2*(al[1]**2 - al[0]**2)*r*r - 3*d)*np.exp(-d*r*r)
def check_formulas(al, c, e):
    assert np.all(scaled(GRID, al, c).sum(0) > 0) and c[0] > 0
    for r in (0.05, 0.4, 1.0, 2.5, 6.0):
        assert abs(v_from_density(r, al, c, e) - v_formula(r, al, c, e)[0]) < 1e-10
        h = 1e-5
        fd = (v_from_density(r+h, al, c, e) - v_from_density(r-h, al, c, e))/(2*h)
        assert abs(fd - slope(r, al, c)[0]) < 1e-6*(1 + abs(fd))
    v0 = e - 3*(c @ al)/c.sum()
    v2 = 5*(c @ al**2)/c.sum() - 3*((c @ al)/c.sum())**2
    assert abs((v_from_density(3e-4, al, c, e) - v0)/9e-8/v2 - 1) < 1e-4
    if len(al) > 1:
        r = np.sqrt(12/(al[1] - al[0]))
        rest = v_from_density(r, al, c, e) - (2*al[0]**2*r*r - 3*al[0] + e)
        assert abs(rest/delta(r, al, c) - 1) < 1e-3
    return v0, v2

# ---- integrals by quadrature; exponent gradient against the r^2 moments
at = np.array([0.2, 0.9, 5.0]); G = np.exp(-at[:, None]*R**2); dG = -2*at[:, None]*R*G
for num, ana in zip(((G*W) @ G.T, 0.5*(dG*W) @ dG.T, -(G*W/R) @ G.T), integrals(at)):
    assert np.allclose(num, ana, rtol=1e-10, atol=0)
et, ct = solve(at); mom = moments(at, ct, et)[1]
for k in range(3):
    d = np.zeros(3); d[k] = 1e-5*at[k]
    fd = (solve(at + d)[0] - solve(at - d)[0])/(2*d[k])
    assert abs(fd - 2*ct[k]*mom[k]) < 1e-8

# ---- zero-counting lemma: q through m nodes has exactly m sign changes
rng = np.random.default_rng(1)
aq = np.array([0.2, 0.7, 2.0]); rq = np.linspace(0.0101, 12, 4001)
fam = lambda t, m: np.array([t**(2*(j % 2))*np.exp(-(aq[j//2] - aq[0])*t*t) for j in range(m+1)])
for m in range(1, 6):
    for _ in range(20):
        nodes = np.linspace(0.4, 1.9, m) + rng.uniform(-0.1, 0.1, m)
        q = np.linalg.svd(fam(nodes, m).T)[2][-1]
        assert len(brackets(q @ fam(rq, m))) == m

# ---- optimised bases
print(f'hartree = {EV:.5f} eV; lengths bohr, exponents bohr^-2, c bohr^-3/2')
sol, v0s, vars_ = {}, [], []
for start in ([0.3], [0.2, 1.3], [0.15, 0.7, 4.5], [0.12, 0.45, 2.0, 13.0]):
    al = optimise(start); e, c = solve(al); N = len(al); sol[N] = (al, c, e)
    v0, v2 = check_formulas(al, c, e)
    m0, m2, var = moments(al, c, e)
    assert max(np.abs(m0).max(), np.abs(m2).max()) < 1e-7
    cr = crossings(al, c, e)
    assert len(cr) >= 2*N and len(cr) % 2 == 0
    lev = fd_levels(al, c, e)
    assert abs(lev[0] - e) < 1e-6
    ex = zeros(lambda t: slope(t, al, c))
    v0s.append(v0); vars_.append(var)
    print(f'N={N} a: {fmt(al)} | c: {fmt(c)}')
    print(f'N={N} eps={e:.6f} Ha, v0={v0:.5f} Ha, v2={v2:.4f} Ha/bohr^2, 2a1^2={2*al[0]**2:.6f} Ha/bohr^2')
    print(f'N={N} {len(cr)} sign changes of dv at r (bohr): {fmt(cr, 3)}')
    print(f'N={N} {len(ex)} extrema of v at r>0 (bohr): {fmt(ex, 3)}')
    print(f'N={N} variance={var:.5f} Ha^2, 2s-1s gap={lev[1]-lev[0]:.5f} Ha, omega=2a1={2*al[0]:.5f} Ha')
    if N == 1:
        assert abs(al[0] - 8/(9*pi)) < 1e-8 and abs(e + 4/(3*pi)) < 1e-12 and abs(v0 + 4/pi) < 1e-7
        assert abs(lev[1] - lev[0] - 4*al[0]) < 1e-6 and len(ex) == 0
        cub = np.roots([2*al[0]**2, 0, -4/pi, 1]).real
        assert np.allclose(np.sort(cub[cub > 0]), cr, atol=1e-6)
    if N == 2:
        assert len(ex) >= 2
assert np.all(np.diff(v0s) < 0) and np.all(np.diff(vars_) < 0)
gap = 0.5*(1 - 1/2**2)
print(f'exact H 2s-1s gap = {gap:.5f} Ha')

# ---- N = 2 in detail
al, c, e = sol[2]; S, T, V = integrals(al); iu = np.triu_indices(2)
print(f'N=2 S11 S12 S22 (bohr^3): {fmt(S[iu])}')
print(f'N=2 H11 H12 H22 (Ha bohr^3): {fmt((T+V)[iu])}')
for r in (0.0, 1.5):
    w = scaled(r, al, c)[:, 0]
    print(f'N=2 r={r} bohr: w={fmt(w/w.sum())}, <a>={fmt(mean(1,r,al,c))}, <a^2>={fmt(mean(2,r,al,c))}, v={fmt(v_formula(r,al,c,e))} Ha')
print(f'N=2 eps={e*EV:.3f} eV, v0={v0s[1]*EV:.2f} eV')
ex = zeros(lambda t: slope(t, al, c))
print(f'N=2 v at its extrema (Ha): {fmt(v_formula(ex, al, c, e))}')
print(f'N=2 c2/c1={c[1]/c[0]:.5f}, a2-a1={al[1]-al[0]:.5f} bohr^-2, eps-3a1={e-3*al[0]:.5f} Ha')
for r in (0.2, 0.5, 1.0, 1.5, 2.0, 3.0, 5.0, 10.0):
    v = v_formula(r, al, c, e)[0]
    print(f'N=2 r={r:4.1f} bohr: v={v:.5f}, -1/r={-1/r:.5f}, dv={v+1/r:.5f}, parabola={2*al[0]**2*r*r-3*al[0]+e:.5f} Ha')
print(f'N=2 r=3 bohr: v-parabola={v_formula(3.,al,c,e)[0]-(18*al[0]**2-3*al[0]+e):.4e}, delta={delta(3.,al,c):.4e} Ha')

# ---- controls: dropping the variational conditions lowers the count
a2 = np.array([0.25, 0.35]); e2, c2 = solve(a2); m0, m2, _ = moments(a2, c2, e2)
assert np.all(scaled(GRID, a2, c2).sum(0) > 0)
k2 = len(crossings(a2, c2, e2))
assert np.abs(m0).max() < 1e-9 and np.abs(m2).max() > 1e-4 and 2 <= k2 < 4
print(f'control a=(0.25,0.35): eps={e2:.6f} Ha, c={fmt(c2)}, sign changes {k2}')
a3 = sol[3][0]; S, T, V = integrals(a3); c3 = np.array([1, 1e-3, 1e-3]); c3 /= np.sqrt(c3 @ S @ c3)
e3 = c3 @ (T + V) @ c3; k3 = len(crossings(a3, c3, e3))
assert abs(c3 @ moments(a3, c3, e3)[0]) < 1e-10 and k3 == 2
print(f'control N=3 exponents, c ratio 1:0.001:0.001: eps={e3:.6f} Ha, sign changes {k3}')
for N in (2, 3, 4, 5):
    counts = []
    for _ in range(80):
        ar = rng.uniform(0.05, 0.6)*np.cumprod(np.r_[1, rng.uniform(1.5, 6, N-1)])
        er, cc = solve(ar)
        if scaled(GRID, ar, cc).sum(0).min() > 0 and cc.sum() > 1e-3*np.abs(cc).sum():
            counts.append(len(brackets(v_formula(GRID, ar, cc, er) + 1/GRID)))
    assert len(counts) > 10 and min(counts) >= N and all(k % 2 == 0 for k in counts)
    print(f'random bases N={N}: {len(counts)} nodeless cases, sign changes {min(counts)} to {max(counts)}')

# ---- standard bases, cross-checked with PySCF integrals and orbital Laplacians
def pyscf_check(basis, al, c, e):
    mol = gto.M(atom='H 0 0 0', basis={'H': basis}, spin=1, verbose=0)
    ev, C = eigh(mol.intor('int1e_kin') + mol.intor('int1e_nuc'), mol.intor('int1e_ovlp'))
    rr = np.array([0.05, 0.3, 1.0, 2.0, 4.0])
    ao = mol.eval_gto('GTOval_sph_deriv2', rr[:, None]*np.array([[1., 2., 2.]])/3)
    vp = ev[0] + 0.5*((ao[4] + ao[7] + ao[9]) @ C[:, 0])/(ao[0] @ C[:, 0])
    assert abs(ev[0] - e) < 1e-9 and np.allclose(vp, v_formula(rr, al, c, e), atol=1e-7, rtol=0)
raw = gto.basis.load('cc-pvtz', 'H')
prims = sorted({(sh[0], row[0]) for sh in raw for row in sh[1:]})
al = np.array([p[1] for p in prims if p[0] == 0]); e, c = solve(al)
pyscf_check([[l, [ex_, 1.0]] for l, ex_ in prims], al, c, e)
v0, v2 = check_formulas(al, c, e); cr = crossings(al, c, e)
assert len(cr) >= len(al) and len(cr) % 2 == 0
print(f'unc cc-pVTZ s exponents: {fmt(al, 4)}')
print(f'unc cc-pVTZ eps={e:.6f} Ha, v0={v0:.4f} Ha, 2a1^2={2*al[0]**2:.6f} Ha/bohr^2')
print(f'unc cc-pVTZ {len(cr)} sign changes at r (bohr): {fmt(cr, 3)}')
raw = gto.basis.load('sto-3g', 'H'); rows = np.array(sorted(raw[0][1:]))
al = rows[:, 0]; c = rows[:, 1]*(2*al/pi)**0.75; S, T, V = integrals(al)
c = c/np.sqrt(c @ S @ c); e = c @ (T + V) @ c
pyscf_check(raw, al, c, e)
v0, v2 = check_formulas(al, c, e); cr = crossings(al, c, e)
assert len(cr) >= 2 and len(cr) % 2 == 0 and abs(c @ moments(al, c, e)[0]) < 1e-10
print(f'STO-3G a: {fmt(al)} | c: {fmt(c)}')
print(f'STO-3G eps={e:.6f} Ha, v0={v0:.4f} Ha, 2a1^2={2*al[0]**2:.6f} Ha/bohr^2')
print(f'STO-3G {len(cr)} sign changes at r (bohr): {fmt(cr, 3)}')
print('ALL CHECKS PASSED')
```

Printed output:

```
hartree = 27.21139 eV; lengths bohr, exponents bohr^-2, c bohr^-3/2
N=1 a: 0.28294 | c: 0.27649
N=1 eps=-0.424413 Ha, v0=-1.27324 Ha, v2=0.1601 Ha/bohr^2, 2a1^2=0.160112 Ha/bohr^2
N=1 2 sign changes of dv at r (bohr): 0.867 2.284
N=1 0 extrema of v at r>0 (bohr): 
N=1 variance=0.29118 Ha^2, 2s-1s gap=1.13177 Ha, omega=2a1=0.56588 Ha
N=2 a: 0.20153 1.33250 | c: 0.17605 0.24255
N=2 eps=-0.485813 Ha, v0=-3.05637 Ha, v2=3.0269 Ha/bohr^2, 2a1^2=0.081228 Ha/bohr^2
N=2 4 sign changes of dv at r (bohr): 0.379 0.989 1.794 3.065
N=2 2 extrema of v at r>0 (bohr): 1.479 2.140
N=2 variance=0.28572 Ha^2, 2s-1s gap=0.67834 Ha, omega=2a1=0.40306 Ha
N=3 a: 0.15138 0.68129 4.50036 | c: 0.11202 0.21799 0.15520
N=3 eps=-0.496979 Ha, v0=-5.83843 Ha, v2=23.9490 Ha/bohr^2, 2a1^2=0.045830 Ha/bohr^2
N=3 6 sign changes of dv at r (bohr): 0.203 0.531 0.952 1.564 2.483 3.863
N=3 4 extrema of v at r>0 (bohr): 0.856 0.992 2.199 2.918
N=3 variance=0.20331 Ha^2, 2s-1s gap=0.52671 Ha, omega=2a1=0.30275 Ha
N=4 a: 0.12195 0.44454 1.96226 13.01070 | c: 0.07370 0.18559 0.16302 0.09610
N=4 eps=-0.499278 Ha, v0=-10.11518 Ha, v2=132.4899 Ha/bohr^2, 2a1^2=0.029743 Ha/bohr^2
N=4 8 sign changes of dv at r (bohr): 0.119 0.311 0.556 0.907 1.415 2.115 3.116 4.600
N=4 2 extrema of v at r>0 (bohr): 2.878 3.603
N=4 variance=0.13476 Ha^2, 2s-1s gap=0.46025 Ha, omega=2a1=0.24390 Ha
exact H 2s-1s gap = 0.37500 Ha
N=2 S11 S12 S22 (bohr^3): 21.76063 2.93072 1.27991
N=2 H11 H12 H22 (Ha bohr^3): -9.01062 -2.55677 0.20055
N=2 r=0.0 bohr: w=0.42057 0.57943, <a>=0.85685, <a^2>=1.04590, v=-3.05637 Ha
N=2 r=1.5 bohr: w=0.90240 0.09760, <a>=0.31191, <a^2>=0.20994, v=-0.47682 Ha
N=2 eps=-13.220 eV, v0=-83.17 eV
N=2 v at its extrema (Ha): -0.47618 -0.62219
N=2 c2/c1=1.37775, a2-a1=1.13097 bohr^-2, eps-3a1=-1.09040 Ha
N=2 r= 0.2 bohr: v=-2.93670, -1/r=-5.00000, dv=2.06330, parabola=-1.08715 Ha
N=2 r= 0.5 bohr: v=-2.35662, -1/r=-2.00000, dv=-0.35662, parabola=-1.07009 Ha
N=2 r= 1.0 bohr: v=-0.98548, -1/r=-1.00000, dv=0.01452, parabola=-1.00917 Ha
N=2 r= 1.5 bohr: v=-0.47682, -1/r=-0.66667, dv=0.18985, parabola=-0.90764 Ha
N=2 r= 2.0 bohr: v=-0.61108, -1/r=-0.50000, dv=-0.11108, parabola=-0.76549 Ha
N=2 r= 3.0 bohr: v=-0.35789, -1/r=-0.33333, dv=-0.02456, parabola=-0.35935 Ha
N=2 r= 5.0 bohr: v=0.94031, -1/r=-0.20000, dv=1.14031, parabola=0.94031 Ha
N=2 r=10.0 bohr: v=7.03244, -1/r=-0.10000, dv=7.13244, parabola=7.03244 Ha
N=2 r=3 bohr: v-parabola=1.4561e-03, delta=1.4562e-03 Ha
control a=(0.25,0.35): eps=-0.428795 Ha, c=0.14233 0.14281, sign changes 2
control N=3 exponents, c ratio 1:0.001:0.001: eps=-0.393972 Ha, sign changes 2
random bases N=2: 77 nodeless cases, sign changes 2 to 4
random bases N=3: 80 nodeless cases, sign changes 4 to 6
random bases N=4: 80 nodeless cases, sign changes 4 to 8
random bases N=5: 80 nodeless cases, sign changes 6 to 10
unc cc-pVTZ s exponents: 0.1027 0.3258 1.1590 5.0950 33.8700
unc cc-pVTZ eps=-0.499810 Ha, v0=-16.4873 Ha, 2a1^2=0.021095 Ha/bohr^2
unc cc-pVTZ 10 sign changes at r (bohr): 0.074 0.193 0.344 0.560 0.870 1.287 1.860 2.636 3.714 5.292
STO-3G a: 0.16886 0.62391 3.42525 | c: 0.08347 0.26784 0.27693
STO-3G eps=-0.466582 Ha, v0=-5.8615 Ha, 2a1^2=0.057024 Ha/bohr^2
STO-3G 4 sign changes at r (bohr): 0.190 0.654 1.218 1.493
ALL CHECKS PASSED
```
